# The Powell-Deane defect pool and its charge-dependent most probable level

## A level that moves the wrong way

Take a model of amorphous silicon in which dangling-bond defects can form with a range of energy levels, and let them equilibrate at 500 K. With the Fermi level 1.10 eV above the valence edge, the most probable defect level lies at 1.40 eV. Raise the Fermi level by 0.20 eV, to 1.30 eV, and the most probable level drops to 0.92 eV. It has moved by 0.48 eV, more than twice as far as the Fermi level and in the opposite direction. At an intermediate Fermi level of 1.208 eV there are two equally high maxima, near 0.92 and 1.39 eV.

The available levels were the same in all three cases: a Gaussian centred at 1.40 eV with standard deviation 0.15 eV. What changes is which of them are turned into defects. I start with neutral defects and no hydrogen, then add charge, then hydrogen.

## Stage 1: neutral defects, no hydrogen

A weak Si-Si bond has a bonding level \(E_t\) holding two electrons. These levels form the valence-band tail

\[
g(E_t)=N_v\,e^{-(E_t-E_v)/E_0}.
\]

Here \(g\) counts electron states, spin included. There are therefore \(g/2\) bonds per unit energy and volume, and since each broken bond leaves two defects, at most \(g\) defects.

Each bond also carries a potential defect level \(E\), shared by its two dangling bonds and independent of \(E_t\). It is drawn from the pool

\[
P(E)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-(E-E_p)^2/2\sigma^2}.
\]

Temperature enters as the energy \(\tau=k_BT\); the algebra then holds in atomic units or any other consistent set.

Breaking a bond moves two electrons from \(E_t\) to \(E\). Each neutral defect has two spin states, so its free energy is \(F=E-\tau\ln2\), and breaking costs \(2(F-E_t)\). With two alternatives, intact or broken, the broken probability is

\[
p=\frac{1}{1+e^{2(F-E_t)/\tau}} .
\]

The defect density per unit \(E\) is \(D(E)=P(E)\,y\), where \(y=\int g\,p\,dE_t\). I continue the tail to \(-\infty\), which is harmless when \(F\) is well above \(E_v\); the error is evaluated below. With \(x=E_t-F\),

\[
y=N_vK\,e^{-(F-E_v)/E_0},\qquad
K=\int_{-\infty}^{\infty}\frac{e^{-x/E_0}}{1+e^{-2x/\tau}}\,dx .
\]

Put \(t=e^{-2x/\tau}\), so that \(dx=-(\tau/2)\,dt/t\), and \(a=\tau/2E_0\). Then

\[
K=\frac{\tau}{2}J,\qquad J=\int_0^\infty\frac{t^{a-1}}{1+t}\,dt .
\]

For \(0<a<1\) the integral converges. Take a contour around the positive real axis, with \(\mathrm j\) the imaginary unit. The large and small circles contribute nothing in the limit, and below the axis the integrand has the extra factor \(e^{2\pi \mathrm j a}\). The residue at \(t=-1=e^{\mathrm j\pi}\) is \(e^{\mathrm j\pi(a-1)}=-e^{\mathrm j\pi a}\). Hence

\[
(1-e^{2\pi\mathrm ja})J=-2\pi\mathrm j\,e^{\mathrm j\pi a}
\;\Rightarrow\; J=\frac{\pi}{\sin\pi a},\qquad
K=\frac{\pi\tau/2}{\sin(\pi\tau/2E_0)} .
\]

The condition \(a<1\) means \(\tau<2E_0\). Otherwise the many deep bonds outweigh their small breaking probability and the integral diverges.

A simpler, piecewise prefactor results from replacing \(p\) by 1 for \(E_t>F\) and by \(e^{2(E_t-F)/\tau}\) for \(E_t<F\). This gives

\[
K_{\rm pw}=E_0+\frac{1}{2/\tau-1/E_0}
=E_0+\frac{\tau E_0}{2E_0-\tau}=\frac{2E_0^2}{2E_0-\tau}.
\]

The replacement overestimates \(p\) everywhere, so \(K_{\rm pw}>K\). It changes the amplitude of \(D\), not its shape.

**Limit.** As \(\tau\to0\), both forms of \(K\) tend to \(E_0\), and \(y\to N_vE_0e^{-(E-E_v)/E_0}\). This is the number of tail states above \(E\): every bond whose electrons gain energy by breaking does break.

The limit also shows where the shift comes from. A lower defect level makes more of the tail convertible, by a factor governed by \(E_0\) and not by \(\tau\). The product \(P(E)e^{-E/E_0}\) is largest where

\[
-\frac{E-E_p}{\sigma^2}-\frac1{E_0}=0,\qquad E=E_p-\frac{\sigma^2}{E_0}.
\]

For \(\sigma=0.15\) eV and \(E_0=0.05\) eV the shift is \(0.0225/0.05=0.45\) eV. It is a single shift, independent of the Fermi level, so it cannot explain the opening observation.

## Stage 2: let the defects be charged

A defect can hold 0, 1 or 2 electrons, with energies \(0\), \(E\) and \(2E+U\). Thus \(E\) is the (+/0) level, and the second electron enters at \(E+U\). With a Fermi level \(E_F\),

\[
Z=1+2e^{(E_F-E)/\tau}+e^{(2E_F-2E-U)/\tau}.
\]

The three terms divided by \(Z\) are the fractions \(f_+\), \(f_0\) and \(f_-\).

The intact bond keeps its two electrons and has weight \(e^{2(E_F-E_t)/\tau}\). The broken bond has weight \(Z^2\). Therefore

\[
p=\frac{Z^2}{Z^2+e^{2(E_F-E_t)/\tau}}
=\frac1{1+e^{2(F-E_t)/\tau}},\qquad F=E_F-\tau\ln Z .
\]

The form of \(p\) is unchanged; only \(F\) is new. The term \(E_F\) appears because each defect is created together with one electron from the bond, which may go to the reservoir. Since \(f_0=2e^{(E_F-E)/\tau}/Z\), we have \(\ln Z=(E_F-E)/\tau+\ln(2/f_0)\), and so

\[
F=E-\tau\ln\frac{2}{f_0}.
\]

**Limits.** For a defect that is almost surely neutral, \(f_0\to1\) returns \(F=E-\tau\ln2\). If the first term of \(Z\) dominates, \(F=E_F\): the positive defect has given its electron away, and its cost does not depend on \(E\). If the last term dominates, \(F=2E+U-E_F\), which changes twice as fast as \(E\).

## Stage 3: let hydrogen take part

Suppose that breaking a weak bond uses \(i\) hydrogen atoms from Si-H bonds, of density \(N_H\). For \(i=1\), one hydrogen moves onto one side of the broken bond, leaving one defect there and one at the vacated site. For \(i=2\), both sides are capped and both defects are at vacated sites. I assume that all Si-H bonds have the same energy.

A further assumption fixes the result: each pool energy \(E\) equilibrates separately. In a small interval \(dE\), the weak bonds with potential level \(E\) exchange hydrogen with the \(N_s=N_HP(E)\,dE\) Si-H sites that would give a defect at the same \(E\).

Consider a class of \(N_b\) such bonds with tail energy \(E_t\), of which \(m\) are broken, and let \(M\) be the number broken over all classes. The weight of a configuration contains

\[
\binom{N_b}{m}\binom{N_s}{iM}\,e^{-2m(F-E_t)/\tau}.
\]

For large numbers, \(\ln\binom Nm\) changes by \(\ln[(N-m)/m]\) when \(m\) grows by one. Setting the change of the logarithmic weight to zero gives

\[
\ln\frac{N_b-m}{m}+i\ln\frac{N_s-iM}{iM}-\frac{2(F-E_t)}{\tau}=0 .
\]

There are \(2M=yP\,dE\) defects, so \(iM/N_s=iy/2N_H\). For dilute defects \(N_s-iM\approx N_s\), and

\[
\frac{m}{N_b}=\frac1{1+e^{2(\mu-E_t)/\tau}},\qquad
\mu=F+\frac{i\tau}{2}\ln\frac{iy}{2N_H}.
\]

For \(i=0\) the logarithmic term is absent. For \(i=1\) the hydrogen could choose either side of the bond; I leave out this factor of two, which would multiply \(D\) by \(2^{1-\rho}\), with \(\rho\) defined next.

The tail integral is that of stage 1 with \(F\) replaced by \(\mu\):

\[
y=N_vK\,e^{-(F-E_v)/E_0}\left(\frac{iy}{2N_H}\right)^{-i\tau/2E_0}.
\]

Collect the powers of \(y\) on the left. The exponent there is

\[
1+\frac{i\tau}{2E_0}=\frac1\rho,\qquad \rho=\frac{2E_0}{2E_0+i\tau}.
\]

Raise both sides to the power \(\rho\), and use \(\rho\,i\tau/2E_0=1-\rho\):

\[
y=A\,e^{-s(F-E_v)},\qquad
A=(N_vK)^\rho\left(\frac{i}{2N_H}\right)^{\rho-1},\qquad s=\frac{\rho}{E_0}.
\]

For \(i=0\) the second factor of \(A\) is 1. Inserting \(F=E-\tau\ln(2/f_0)\) gives

\[
D(E)=A\,P(E)\,e^{-s(E-E_v)}\left(\frac2{f_0}\right)^{s\tau}.
\]

Now complete the square. With \(\Delta=s\sigma^2=\rho\sigma^2/E_0\),

\[
\frac{(E-E_p+\Delta)^2}{2\sigma^2}
=\frac{(E-E_p)^2}{2\sigma^2}+s(E-E_p)+\frac{s\Delta}{2},
\]

so \(P(E)e^{-sE}=P(E+\Delta)\,e^{-s(E_p-\Delta/2)}\). The result is the Powell-Deane density,

\[
D(E)=\gamma\left[\frac2{f_0(E)}\right]^{\rho\tau/E_0}
P\!\left(E+\frac{\rho\sigma^2}{E_0}\right),
\]
\[
\gamma=(N_vK)^\rho\left(\frac{i}{2N_H}\right)^{\rho-1}
\exp\left[-\frac{\rho}{E_0}\left(E_p-E_v-\frac{\rho\sigma^2}{2E_0}\right)\right].
\]

**Limit.** For \(i=0\), or for \(\tau\to0\), \(\rho=1\) and the shift of stage 1 returns. Otherwise \(\Delta=2\sigma^2/(2E_0+i\tau)\) is smaller. Where defects are more plentiful, a larger fraction of the hydrogen sites is already vacated, and the entropy gained by vacating another is less; this weakens the preference for low levels. At 500 K, \(\tau=0.0431\) eV, and \(\Delta=0.45\), 0.31 and 0.24 eV for \(i=0,1,2\).

## The most probable level

The Gaussian in the final formula is centred at \(E_p-\Delta\), but the factor \((2/f_0)^{\rho\tau/E_0}\) also depends on \(E\). It is easiest to return to \(D=AP\,e^{-s(F-E_v)}\). From the definition of \(Z\),

\[
\frac{dF}{dE}=-\tau\frac{1}{Z}\frac{dZ}{dE}=f_0+2f_-=n,
\]

where \(n\) is the mean number of electrons on the defect. Lowering the level by a small amount thus lowers the free energy by \(n\) times that amount. The stationary points obey

\[
\frac{d\ln D}{dE}=-\frac{E-E_p}{\sigma^2}-sn=0
\quad\Rightarrow\quad E^*=E_p-\Delta\,n(E^*).
\]

Because \(0<n<2\), every stationary point lies between \(E_p-2\Delta\) and \(E_p\). The shift is close to zero for positive defects, \(\Delta\) for neutral ones and \(2\Delta\) for negative ones. The centre \(E_p-\Delta\) is therefore the most probable level only when the defects there are neutral on average.

For the second derivative, note that the weight of a state with \(n_e\) electrons depends on \(E\) as \(e^{-n_eE/\tau}\). Hence \(dn/dE=-\mathrm{Var}(n)/\tau\), where \(\mathrm{Var}(n)\) is the thermal variance of the electron number, and

\[
\frac{d^2\ln D}{dE^2}=\frac1{\sigma^2}\left[-1+\frac{\Delta\,\mathrm{Var}(n)}{\tau}\right].
\]

A stationary point is a maximum if \(\Delta\,\mathrm{Var}(n)<\tau\). A level whose charge fluctuates strongly can be a minimum between two maxima.

**A symmetric case.** Written out,

\[
\frac2{f_0}=2+e^{(E-E_F)/\tau}+e^{(E_F-E-U)/\tau},
\]

which is symmetric about \(E=E_F-U/2\). If this point coincides with the Gaussian centre, that is, if

\[
E_F=E_p-\Delta+\frac U2 ,
\]

then \(D\) is symmetric too. At the centre \(n=1\), \(f_+=f_-\), and

\[
\mathrm{Var}(n)=1-f_0=\frac1{1+e^{U/2\tau}} .
\]

The centre is a minimum when \(\Delta/\tau>1+e^{U/2\tau}\). For \(U\ge0\) this requires at least \(\Delta>2\tau\). When the centre is a minimum, there are maxima on both sides of it, with positive defects favoured above and negative ones below. Such side maxima can also coexist with a neutral maximum at the centre: with the parameters used below, this happens at \(U=0.16\) eV.

## Numbers

The parameters are round model values: \(E_0=0.05\), \(\sigma=0.15\), \(E_p=1.4\) and \(U=0.1\) eV, with \(E_v=0\), \(N_v=2\times10^{-3}\) eV⁻¹ Å⁻³, \(N_H=5\times10^{-3}\) Å⁻³, \(T=500\) K and \(i=2\). Then

\[
\rho=\frac{0.1}{0.1+2(0.0431)}=0.537,\qquad
\Delta=\frac{0.537\times0.0225}{0.05}=0.242\ \text{eV},
\]

and \(s=0.537/0.05=10.7\) eV⁻¹. The pure-charge peaks are at 1.400 (positive), 1.158 (neutral) and 0.917 eV (negative).

The full integral gives \(K=0.0693\) eV; the piecewise form gives 0.0879 eV. The latter makes \(D\) larger by the factor \((0.0879/0.0693)^{0.537}=1.14\). I use the full integral.

For \(E_F=1.10\) eV the maximum is almost purely positive, so \(F\approx E_F\) there. The amplitude is

\[
A=(1.386\times10^{-4})^{0.537}\,(200)^{-0.463}\approx7.3\times10^{-4}\ \text{Å}^{-3}.
\]

With \(P(E_p)=2.66\) eV⁻¹ and \(e^{-sE_F}\approx7.4\times10^{-6}\), the height is \(1.43\times10^{-8}\) eV⁻¹ Å⁻³.

The maxima below were located numerically on the full \(D(E)\). Totals and charge fractions come from summing \(D\), and \(D\) times \(f_+,f_0,f_-\), on a fine energy grid. The fractions refer to 500 K.

| \(E_F\) (eV) | \(U\) (eV) | maxima (eV) | total (Å⁻³) | \(+\,/\,0\,/\,-\) |
|---|---|---|---|---|
| 1.100 | 0.1 | 1.400 | \(6.1\times10^{-9}\) | 0.86 / 0.08 / 0.06 |
| 1.208 | 0.1 | 0.923, 1.394 | \(3.5\times10^{-9}\) | 0.42 / 0.16 / 0.42 |
| 1.300 | 0.1 | 0.917 | \(5.3\times10^{-9}\) | 0.09 / 0.10 / 0.81 |
| 1.400 | 0.5 | 1.158 | \(1.2\times10^{-9}\) | 0.10 / 0.83 / 0.07 |

In conventional units the four totals are 6.1, 3.5, 5.3 and 1.2 times \(10^{15}\) cm⁻³.

The opening observation is now explained. Between the first and third rows the favoured defect changes from positive to negative, and the shift from nearly zero to nearly \(2\Delta=0.48\) eV. The Fermi level selects the charge state, and the charge state sets the shift. All these energies are (+/0) levels. The second electron of a negative defect at the lower maximum enters at \(E+U=1.02\) eV, which is 0.38 eV below the positive peak.

The second row is the symmetric case: \(1.4-0.242+0.05=1.208\) eV. Here \(\Delta/\tau=5.6\), while \(1+e^{U/2\tau}=4.2\), so the centre is a minimum. At the lower maximum \(n=1.974\), and \(1.4-0.2417\times1.974=0.923\) eV, as found. The last row has a larger \(U\), which suppresses both charged states and leaves the single shift \(\Delta\).

## Which charge state wins

The totals can be understood by keeping one term of \(Z\) at a time. Using \(\int P\,e^{-qE}dE=e^{-qE_p+q^2\sigma^2/2}\), with \(q=0\), \(s\) and \(2s\), each branch integrates to \(A\,e^{-s(W-E_v)}\), where

\[
W_+=E_F,\qquad W_0=E_p-\frac\Delta2-\tau\ln2,\qquad
W_-=2E_p-2\Delta+U-E_F .
\]

The smallest \(W\) has the largest branch. The neutral one leads if \(W_0<W_+\) and \(W_0<W_-\), or

\[
E_p-\frac\Delta2-\tau\ln2<E_F<E_p-\frac{3\Delta}2+U+\tau\ln2 .
\]

This window exists only if

\[
U>\Delta-2\tau\ln2 = 0.242-0.060=0.182\ \text{eV}.
\]

For \(U=0.1\) eV there is no such window. Although the correlation energy is positive, the pool gives pairs of oppositely charged defects an advantage, because they can occupy different parts of it. At balance 84 % of the defects are charged.

The branches are limits, not additive parts of \(D\): the density contains a power of the sum \(Z\), and the exponent \(\rho\tau/E_0=0.46\) is not 1. In the first, third and fourth rows, where one charge state dominates, the leading branch alone gives 85 to 89 % of the total. The threshold in \(U\) is likewise an estimate: in the full density the neutral fraction becomes the largest only at a slightly higher \(U\), between 0.19 and 0.22 eV.

## Where the result fails

**The band edge.** Continuing the tail below \(E_v\) adds bonds that are not tail states. Solving the equation for \(y\) numerically with the integral cut at \(E_v\) shows that the closed formula overestimates the total by 0.1, 1.4, 4.7 and 0.1 % of the cut result in the four rows. With hydrogen the tail integral is centred on \(\mu\), not on \(F\). Since \(y=N_vK\,e^{-(\mu-E_v)/E_0}\), \(\mu\) reaches the valence edge when \(y=N_vK\), that is, at \(F-E_v=\ln(A/N_vK)/s=0.15\) eV. In the third row, where the error is largest, the negative branch \(F=2E+U-E_F\) has this value at \(E=0.68\) eV, about 1.6 standard deviations below the peak. A higher Fermi level makes it worse.

**Dilution.** The mass-action step needs \(y\ll N_H\). At the maxima listed, \(y/N_H\) is at most \(1.6\times10^{-4}\). It grows towards the low end of the pool, but with the tail cut at \(E_v\), keeping the filling of the Si-H sites in full changes the four totals by less than 0.05 %.

**Shared hydrogen.** The separate equilibrium of each pool energy matters most. Suppose instead, for \(i=2\), that all Si-H sites exchange hydrogen with one another. Moving a vacated site from one pool energy to another then leaves the number of broken bonds unchanged, and the tail drops out of the comparison. In the dilute limit

\[
D(E)=\lambda N_HP(E)\,e^{-F(E)/\tau},
\]

with one constant \(\lambda\) for all \(E\). The previous argument holds with \(s\) replaced by \(1/\tau\), and

\[
E^*=E_p-\frac{\sigma^2}{\tau}\,n(E^*).
\]

The neutral shift becomes \(0.0225/0.0431=0.52\) eV instead of 0.24 eV. Raising \(F\) by 0.05 eV reduces \(D/P\) to 0.31 of its value, against 0.58 with separate equilibria. In this dilute limit the tail slope affects how many defects there are, but not their most probable level. The limit is reached for a pool of neutral defects, but not for the four rows of the table. There, negative defects far down the pool would vacate a large part of the Si-H sites at their levels, and the dilute formula no longer applies. If the filling of these sites is kept in full, the highest maximum lies at 0.73 eV for \(E_F=1.10\) eV and at 0.78 eV for \(E_F=1.30\) eV. Between these two Fermi levels the maximum now moves up, so the numbers of the opening example rest on separate equilibria. The downward jump itself survives at a lower Fermi level: the highest maximum lies at 1.40 eV for \(E_F=0.95\) eV and at 0.69 eV for \(E_F=1.00\) eV. For \(i=2\), a shift governed by \(E_0\) thus depends on the assumption of separate equilibria; a Gaussian pool and an exponential tail alone do not ensure it. For \(i=1\) one defect of each pair stays on the broken bond, and its level still feels the tail slope.

Numerical values quoted here were computed with a short program.
